\section*{Comment on inferring hydrogen tunnelling from a curved Arrhenius plot}

\section{The argument under comment}

Consider an argument, composed here for illustration with numbers from the model below, about hydrogen in a nickel film between 200 and 500~K. It runs as follows.

\begin{quote}
The apparent activation energy falls from 0.383~eV at 500~K to 0.343~eV at 200~K. Classical hopping over a barrier gives a straight Arrhenius line. A tunnelling calculation with a barrier of 0.40~eV reproduces the bend. Hydrogen therefore tunnels in this film.
\end{quote}

I grant the author noiseless data: let the measured diffusivity coincide with the tunnelling calculation. The question is whether the conclusion then follows. The second sentence of the argument assumes one classical barrier, with a prefactor independent of temperature. What must be examined is what classical motion can do without that assumption.

With $\beta=1/kT$, define the apparent energy
\begin{equation}
E_a=-\frac{d\ln D}{d\beta},\qquad \frac{d^2\ln D}{d\beta^2}=-\frac{dE_a}{d\beta}.
\end{equation}
Cooling raises $\beta$. An $E_a$ that falls on cooling thus means positive curvature of $\ln D$ against $1/T$, which is the sign at issue.

\section{Two classical channels}

Let a particle on a line make independent jumps of lengths $l_i$, at rate $r_i$ in each direction. Steps of opposite sign cancel in the mean and their squares add, so $\langle x^2\rangle=\sum_i 2r_il_i^2t$. Since $\langle x^2\rangle=2Dt$,
\begin{equation}
D=\sum_i r_il_i^2 .
\end{equation}
For jumps of one site at rate 1 and two sites at rate 0.3 this gives $1+4(0.3)=2.2$. The slowest decay of a concentration wave on a ring of 80 sites gives 2.197; the small deficit comes from the finite wavelength.

If each rate is classically activated, $D=\sum_iD_ie^{-\beta E_i}$ with constant $D_i>0$. Define the shares $p_i=D_ie^{-\beta E_i}/D$. Then
\begin{align}
E_a&=\sum_ip_iE_i, \qquad \frac{dp_i}{d\beta}=p_i(E_a-E_i),\\
\frac{d^2\ln D}{d\beta^2}&=-\sum_iE_ip_i(E_a-E_i)=\sum_ip_iE_i^2-E_a^2 .
\end{align}
This is the variance of the barrier over the shares. For two channels $p_2=1-p_1$, and it becomes
\begin{equation}
\frac{d^2\ln D}{d\beta^2}=p_1p_2(E_1-E_2)^2\ge0 .
\end{equation}
Parallel classical channels have the sign attributed to tunnelling. Cooling transfers the flux to the lower barrier. A matching sign is not yet a matching curve, so the tunnelling law itself is needed.

\section{The tunnelling law}

Particles of momentum $p$ arrive at a barrier with flux proportional to $v\,e^{-\beta E}dp=e^{-\beta E}dE$, because $v=dE/dp$. Weight this by the transmission $P(E)$. A classical barrier of height $V_0$ has $P=0$ below $V_0$ and 1 above, giving $e^{-\beta V_0}/\beta$. Normalizing so that this case yields $D_0e^{-\beta V_0}$,
\begin{equation}
D(\beta)=D_0\,\beta\int_0^\infty P(E)e^{-\beta E}dE\equiv D_0e^{-\beta V_0}\kappa(\beta). \label{flux}
\end{equation}
Here $D_0$ is taken as independent of temperature, and $E$ is measured from the asymptote of the barrier.

Take the Eckart barrier $V_0\,\mathrm{sech}^2(x/a)$. With $\xi=x/a$, $v=2mV_0a^2/\hbar^2$ and $q^2=vE/V_0$, the wave equation is $\psi''+(q^2-v\,\mathrm{sech}^2\xi)\psi=0$. Put $z=(1-\tanh\xi)/2$, so that $\mathrm{sech}^2\xi=4z(1-z)$ and $dz/d\xi=-2z(1-z)$. Writing $\psi=[z(1-z)]^{-iq/2}F(z)$ cancels the terms singular as $1/[z(1-z)]$ and leaves
\begin{equation}
z(1-z)F''+(1-iq)(1-2z)F'-(v-q^2-iq)F=0 .
\end{equation}
This is the hypergeometric equation with $C=1-iq$ and $A,B=\tfrac12-iq\pm i\mu$, where $\mu=\sqrt{v-1/4}$. Indeed $A+B+1=2(1-iq)$ and $AB=(\tfrac12-iq)^2+\mu^2=v-q^2-iq$.

At $\xi\to\infty$, $z\to e^{-2\xi}$ and $\psi\to e^{iq\xi}$, a unit transmitted wave. At $\xi\to-\infty$ the standard connection formula from $z=0$ to $z=1$ gives the incident amplitude $\Gamma(1-iq)\Gamma(-iq)/[\Gamma(A)\Gamma(B)]$. Now use $|\Gamma(\frac12+iy)|^2=\pi/\cosh\pi y$ and $|\Gamma(1-iq)\Gamma(-iq)|^2=\pi^2/\sinh^2\pi q$:
\begin{equation}
P=\frac{\sinh^2\pi q}{\cosh\pi(\mu-q)\cosh\pi(\mu+q)}
=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\mu}.
\end{equation}
The curvature at the top, $m\omega^2=2V_0/a^2$, fixes $v=(2V_0/\hbar\omega)^2$. I use $V_0=0.40$~eV, $\hbar\omega=90$~meV and $D_0=5\times10^{-3}$~cm$^2$/s, hence $v\approx79$.

Dividing by $\sinh^2\pi q$ gives $P=1/(1+\cosh^2\pi\mu/\sinh^2\pi q)$, which rises steadily from 0 at $E=0$ towards 1. Integrate (\ref{flux}) by parts with $\beta e^{-\beta E}=-d(e^{-\beta E})/dE$. The boundary terms vanish, since $P(0)=0$ and the exponential vanishes at infinity:
\begin{equation}
D(\beta)=D_0\int_0^\infty P'(E)\,e^{-\beta E}dE,\qquad P'(E)\ge0. \label{mix}
\end{equation}
The right side is the diffusivity of classical channels in parallel, all with prefactor $D_0$ and with barrier heights distributed as $P'(E)$. The equality holds at every temperature. Within this model, even perfect $D(T)$ data for one isotope cannot separate tunnelling from a spread of classical barriers in parallel. (Barriers crossed one after another bend the plot the other way.) The equality is one of functions: it does not say that such barriers exist in the film.

\section{Building the two-channel counterpart}

A continuous spread of barriers might seem contrived. Two barriers can be constructed from it without fitting. Choose a reference $\beta_0$ and write $\langle f\rangle=\int_0^\infty f(E)P'(E)e^{-\beta_0E}dE$. With $\delta=\beta-\beta_0$, equation (\ref{mix}) reads $D=D_0\langle e^{-\delta E}\rangle$.

Let $p(E)=E^2+c_1E+c_0$ satisfy $\langle p\rangle=\langle Ep\rangle=0$. It has two distinct positive roots. With no sign change on $E>0$, $\langle p\rangle$ could not vanish; with a single one at $E_*$, $\langle(E-E_*)p\rangle$ could not. Call the roots $E_1,E_2$ and set
\begin{equation}
W_1=\left\langle\frac{E-E_2}{E_1-E_2}\right\rangle,\qquad
W_2=\left\langle\frac{E-E_1}{E_2-E_1}\right\rangle .
\end{equation}
The rule $\langle f\rangle\approx W_1f(E_1)+W_2f(E_2)$ is then exact for any cubic. Divide the cubic by $p$: $f=p\,\ell+r$ with $\ell,r$ linear. The first part has zero average and vanishes at both roots, and the second is reproduced by its values there. Applied to $(E-E_2)^2$, the rule gives $W_1>0$; likewise $W_2>0$. The classical model is
\begin{equation}
D^{(2)}(\beta)=\sum_{i=1}^2D_ie^{-\beta E_i},\qquad D_i=D_0W_ie^{\beta_0E_i}.
\end{equation}
Since the $k$th derivative of $D$ at $\beta_0$ is $D_0\langle(-E)^k\rangle$, value, slope, curvature and third derivative all agree there.

For the error, let $f=e^{-\delta E}$ and let $H$ be the cubic that matches $f$ and $f'$ at both nodes. For a given $E$ off the nodes, choose $C$ so that $f(s)-H(s)-C(s-E_1)^2(s-E_2)^2$ also vanishes at $s=E$. This function has five zeros, counted with multiplicity, so by repeated use of Rolle's theorem its fourth derivative vanishes at some $\eta$. Hence $C=f''''(\eta)/24$. As $\langle H\rangle$ equals the two-point sum,
\begin{equation}
D-D^{(2)}=D_0\,\frac{\delta^4}{24}\left\langle e^{-\delta\eta(E)}(E-E_1)^2(E-E_2)^2\right\rangle\ge0 .
\end{equation}
The two-channel curve touches the tunnelling curve from below. The same construction with $N$ nodes matches $2N-1$ derivatives.

With $\beta_0$ at the midpoint of the $1/T$ range (286~K), the channels are
\begin{align}
E_1&=0.319\ \text{eV},& D_1&=1.06\times10^{-4}\ \text{cm}^2/\text{s},\nonumber\\
E_2&=0.390\ \text{eV},& D_2&=4.22\times10^{-3}\ \text{cm}^2/\text{s}.\nonumber
\end{align}
At 200~K, $\beta=58.0$~eV$^{-1}$. The two terms are $9.8\times10^{-13}$ and $6.4\times10^{-13}$~cm$^2$/s, adding to $1.62\times10^{-12}$; tunnelling gives $1.65\times10^{-12}$. Across the range:

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $D$ tunnelling & $D$ two-channel & \multicolumn{2}{c}{$E_a$ (eV)}\\
 & (cm$^2$/s) & (cm$^2$/s) & tunn. & two-ch.\\
500 & $5.69\times10^{-7}$ & $5.64\times10^{-7}$ & 0.383 & 0.382\\
300 & $1.67\times10^{-9}$ & $1.67\times10^{-9}$ & 0.370 & 0.370\\
200 & $1.65\times10^{-12}$ & $1.62\times10^{-12}$ & 0.343 & 0.347
\end{tabular}
\end{center}

The largest shortfall on the range, relative to the tunnelling value, is 1.6\%. For one channel, the tangent line at the reference temperature, it is 18\%; for three channels it is 0.09\%. Even the straight line chosen to make the largest error over the whole range as small as possible misses by 8.5\%. The bend is real and the single line misses it, but the second classical channel supplies it. The easy channel's share of $D$ grows from 12\% at 500~K to 61\% at 200~K. A scatter of several per cent in each point would hide the gap between the two-channel and tunnelling curves unless many points were averaged.

\section{Traps need a separate answer}

Trapping is sometimes offered as the classical alternative, and here the sign matters. Let hydrogen move on lattice sites with $D_L\propto e^{-\beta E_L}$ and exchange with traps of binding energy $B$, in local equilibrium. If traps are far from full, the ratio of trapped to free hydrogen is $K=ge^{\beta B}$, with $g$ the number of traps per lattice site. A particle is free for a fraction $1/(1+K)$ of the time, so $D=D_L/(1+K)$. For $K=2$ a ring with one trap beside each site gives $D/D_L=0.333$, as expected. With $\theta=K/(1+K)$ and $dK/d\beta=BK$,
\begin{equation}
E_a=E_L+B\theta,\qquad \frac{d^2\ln D}{d\beta^2}=-B^2\theta(1-\theta)<0 .
\end{equation}
Dilute traps of one kind bend the plot the opposite way. For $B=0.30$~eV and $g=10^{-3}$, the extra apparent energy rises from 0.154~eV at 500~K to 0.300~eV at 200~K. They cannot replace tunnelling as the explanation of the bend.

Traps that fill can. Let $c$ be the total hydrogen, $N$ the traps and $x\ll1$ the free hydrogen, all per lattice site, and now let $\theta$ be the trap occupancy:
\begin{equation}
x+N\theta=c,\qquad \frac{\theta}{1-\theta}=xe^{\beta B}.
\end{equation}
Put $y=d\ln x/d\beta$. The second relation gives $d\theta/d\beta=\theta(1-\theta)(B+y)$. With $h=N\theta(1-\theta)$ the first gives $xy+h(B+y)=0$, so $y=-Bh/(x+h)$. The tracer diffusivity at fixed $c$ is $D=D_Lx/c$, hence
\begin{equation}
E_a=E_L+\frac{Bh}{x+h}.
\end{equation}
If $c>N$, cooling fills the traps: $h\to0$ while $x\to c-N$, and the extra energy disappears. If $c<N$, cooling sends $x\to0$ while $h$ stays finite, and the extra energy tends to $B$.

For $N=10^{-3}$, $c=1.2\times10^{-3}$ and $B=0.30$~eV, the extra energy is 0.074, 0.089, 0.039 and 0.0002~eV at 500, 400, 300 and 200~K. Between 400 and 200~K it falls by 0.088~eV, more than the 0.040~eV change in the argument under comment. These values are for the tracer diffusivity. Transient permeation or charging measures the chemical diffusivity $D_L\,dx/dc=D_Lx/(x+h)$, whose extra energy is 0.024, $-0.003$, $-0.027$ and $-0.0002$~eV at the same temperatures: it falls from 500 to 300~K and rises again below that. The free content here, 2 to $8\times10^{-4}$ per site, exceeds the solubility of nickel under one bar of hydrogen and would need charging. These trap parameters were not fitted to the tunnelling curve; they show that the sign is available over part of the range. Changing the hydrogen content at fixed temperature would expose this mechanism, since $x/c$ depends on $c$.

\section{What the isotope ratio adds}

Classical transition-state theory, in which every particle that crosses a saddle completes one jump, makes a joint prediction for two isotopes when only the hydrogen moves in the crossing. Both move in the same potential, so the barriers are common. Momentum factors cancel from the equilibrium between sites and traps, and the mass survives in the mean one-way speed, proportional to $m^{-1/2}$. Every channel therefore gives
\begin{equation}
\frac{D_H}{D_D}=\sqrt{\frac{m_D}{m_H}}=1.414
\end{equation}
at every temperature, at equal hydrogen content if traps saturate. In the tunnelling model $\hbar\omega$ drops to 63.7~meV for deuterium, and this ratio is multiplied by $\kappa_H/\kappa_D$. It becomes 1.56 at 500~K and 2.96 at 200~K. The barrier spread $P'(E)$ that imitates hydrogen differs from the one that imitates deuterium, which a common classical potential forbids.

Recrossing of the saddle, caused for example by strong friction, can change the mass dependence even for classical nuclei. So can host atoms that move with the hydrogen in the unstable mode at the saddle: the harmonic rate then scales with mass as the frequency of that mode, and the ratio falls below 1.414, by a few per cent for strong coupling to a 25~meV nickel vibration. If such effects are negligible, a departure from 1.414 rules out purely classical nuclei, but still does not isolate tunnelling, because bound vibrations are quantised too. A mode of quantum $\epsilon$ has partition function $1/[2\sinh(\beta\epsilon/2)]$ instead of the classical $1/(\beta\epsilon)$. The hopping rate, saddle over well, acquires the factor
\begin{equation}
G=\prod_{\rm saddle}\frac{\beta\epsilon/2}{\sinh(\beta\epsilon/2)}\bigg/\prod_{\rm well}\frac{\beta\epsilon/2}{\sinh(\beta\epsilon/2)} .
\end{equation}
Take three well modes of 90~meV and two transverse saddle modes of 130~meV, both rough. Vibrations without tunnelling then give isotope ratios of 1.30 at 500~K and 1.15 at 200~K; with tunnelling they are 1.44 and 2.40. The combined value at 500~K lies close to the classical 1.414 through compensation, so one warm measurement would mislead.

Other mode energies can reverse the trend. When all $\beta\epsilon\gg1$, $G$ contains $\exp[\frac{\beta}{2}(\sum_{\rm well}\epsilon-\sum_{\rm saddle}\epsilon)]$. If the well is sufficiently stiffer than the saddle, this favours the light isotope increasingly on cooling, with no tunnelling at all. The mode energies must be known independently before an isotope ratio is read as tunnelling.

\section{The nickel film and the limits of the model}

The values of $V_0$, $D_0$ and $\hbar\omega$ are rough ones for hydrogen in nickel. A single Eckart barrier is not the actual path, which runs between octahedral sites through a metastable tetrahedral site, so the numbers illustrate the argument and do not predict diffusivities or isotope ratios in nickel. A possible easy channel is the grain boundaries. For square columnar grains of side $d$ and boundary width $w\ll d$, boundaries occupy a fraction $2w/d$ of the film area. If boundaries and lattice share one prefactor and one solubility, $D_1$ and $D_2$ are proportional to the two areas, and this fraction is $D_1/(D_1+D_2)=0.0245$. With $w=0.5$~nm, $d=2w/0.0245\approx41$~nm, a nanocrystalline film. (The numerical output divides $D_1$ by the tunnelling prefactor $D_0$ instead, which gives 47~nm.) Grains of a micrometre would supply a fraction of about $10^{-3}$, too little if the two barriers keep the values above. If the barriers and the shared prefactor are refitted together, to 0.268 and 0.379~eV and $3.7\times10^{-3}$~cm$^2$/s, even this fraction follows the tunnelling curve within 1.3\% (within 3.4\% if the prefactor is held at $D_1+D_2$), so the bend alone does not fix the grain size.

Equal solubility is the assumption most likely to break. Hydrogen bound to boundaries by 0.10~eV is enriched there roughly 300-fold at 200~K in the dilute limit. At a fixed boundary migration barrier, the steady boundary flux rises by that factor. Equivalently, steady permeation at a fixed hydrogen concentration in the adjoining lattice determines the migration barrier minus the binding energy, so the fitted 0.319~eV need not be a migration barrier.

The vibrational factor $G$ is 0.83 at 500~K and 0.53 at 200~K, so it changes $D$ appreciably. It also removes the identity (\ref{mix}). A factor $e^{-\beta\epsilon}$ would only shift the barriers, but expanding the hyperbolic sines writes $GD$ as a sum over barriers with weight proportional to $P(E+0.005)-3P(E-0.085)+\dots$ (energies in eV), which is negative at some energies. The conclusion survives for these numbers: two channels refitted to the tunnelling curve with $G$ included, with barriers 0.322 and 0.402~eV, follow it within 0.22\% over the range.

Barrier shape matters as well. For a parabolic top, $P=1/(1+e^{2\pi(V_0-E)/\hbar\omega})$. Extend the energy integral to $-\infty$ and substitute $t=e^{-2\pi(E-V_0)/\hbar\omega}$. With $s=\beta\hbar\omega/2\pi$,
\begin{equation}
\kappa=s\int_0^\infty\frac{t^{s-1}}{1+t}\,dt=\frac{\pi s}{\sin\pi s},\qquad 0<s<1 .
\end{equation}
At 200~K this is 5.2, against 4.0 for the Eckart barrier. It diverges at $s=1$, or 166~K, where the parabola's unlimited depth is no longer harmless. Phonon-assisted tunnelling and lattice relaxation around the hydrogen are left out and not sized here.

Colder data would test the particular two-channel model. Extrapolated to 120~K, the tunnelling formula exceeds it sixfold. But $D$ is then $2.7\times10^{-17}$~cm$^2$/s and the one-day length $\sqrt{Dt}$ is 15~nm, a demanding measurement. The Eckart formula is itself less secure there, since its particles start from a free asymptote and not from a bound level. Nor would a sixfold excess exclude classical motion, because by (\ref{mix}) a wider set of parallel barriers would absorb it.

\section{Recommendation}

The statement that hydrogen tunnels should be replaced by the statement that the data are consistent with tunnelling and also with parallel classical paths. To go further, the author should measure deuterium in the same film over the same range, vary the grain size and the hydrogen content, and obtain the vibrational energies independently. A joint fit in which both isotopes share one potential can then fail for classical nuclei, which the curvature of a single Arrhenius plot could not show. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Barrier V0 = 0.40 eV; D0 = 5.0e-03 cm2/s
Barrier quantum: H 90.0, D 63.7 meV
Range 200 to 500 K; reference T = 285.7 K
Parabolic-barrier crossover temperature = 166.2 K
1-channel classical model, worst shortfall = 17.744 %
2-channel classical model, worst shortfall = 1.578 %
3-channel classical model, worst shortfall = 0.093 %
Easy channel: E = 0.3188 eV, D = 1.060e-04 cm2/s
Main channel: E = 0.3896 eV, D = 4.220e-03 cm2/s
Curvature at reference: tunnelling 1.0712e-03, two-channel 1.0712e-03 eV2
T (K) | kappa | D tunnelling, D two-channel (cm2/s) | shortfall (%) | Ea tunnelling, Ea two-channel (eV) | easy share (%)
500 | 1.223 | 5.6850e-07, 5.6385e-07 | 0.817 | 0.3832, 0.3815 | 11.51
400 | 1.367 | 6.2354e-08, 6.2239e-08 | 0.185 | 0.3786, 0.3780 | 16.40
300 | 1.752 | 1.6700e-09, 1.6700e-09 | 0.000 | 0.3698, 0.3698 | 28.02
250 | 2.287 | 9.8750e-11, 9.8733e-11 | 0.016 | 0.3610, 0.3611 | 40.24
200 | 3.965 | 1.6508e-12, 1.6248e-12 | 1.578 | 0.3429, 0.3467 | 60.51
Easy-channel prefactor / D0 = 2.120e-02
Columnar grain size for 0.5 nm boundaries = 47 nm
Ring test, two jump types: D = 2.1970 site2 x rate
Ring test, traps: D/D_lattice = 0.3327
Traps: binding 0.30 eV, 1.0e-03 traps and 1.2e-03 H per site (saturating case)
T (K) | extra Ea (eV): dilute traps, saturating traps
500 | 0.1541, 0.0739
400 | 0.2573, 0.0885
300 | 0.2973, 0.0393
200 | 0.3000, 0.0002
Classical D_H/D_D at every T = 1.4139
D_H/D_D: tunnelling only, vibrations only, both
500 K: 1.564, 1.301, 1.439
200 K: 2.961, 1.145, 2.398
Rough mode quanta: well 90 (three), saddle 130 (two) meV
Neglected vibration factor: 500 K 0.834, 200 K 0.526
Two-channel refit with vibrations, worst error = 0.223 %
Refit barriers = 0.3219, 0.4023 eV
Kappa at 200 K for a parabolic barrier = 5.160
Boundary binding of 0.10 eV at 200 K: factor 331
120 K: D tunnelling = 2.710e-17 cm2/s; tunnelling/two-channel = 5.991
120 K: one-day length sqrt(D t) = 15.30 nm
\end{verbatim}
